# Why two-terminal spin-orbit conductors cannot polarize a single-mode exit lead, part 2

Can spin-orbit coupling polarize an unpolarized current? A coherent conductor with Hermitian Hamiltonian $H$ joins an entrance lead L to an exit lead R. The leads have no spin-orbit coupling or magnetization. Time reversal, $\psi\to\sigma_y\psi^*$, requires $H=\sigma_yH^*\sigma_y$.

The algebra uses atomic units. $G$ is the retarded Green function at energy $E$, $\Gamma_L,\Gamma_R$ are the lead width matrices, and $f_L,f_R$ the occupations. For unpolarized input,

$$T_\mu=\mathrm{Tr}\left[\sigma_\mu\Gamma_R G\Gamma_L G^\dagger\right],$$

with $\sigma_0=1$, $\mathbf T=(T_x,T_y,T_z)$ and polarization $P=|\mathbf T|/T_0$. Two identities hold:

$$\sigma_yG^T\sigma_y=G,\qquad i(G-G^\dagger)=G(\Gamma_L+\Gamma_R)G^\dagger .$$

The second is the spectral identity. The spin blocks of $G$ between exit modes $n,n'$ are $g_{nn'}$. For one exit mode, of width $\gamma$, the single block is $g=g_0+\mathbf g\cdot\boldsymbol\sigma$. Time reversal gives $\mathbf g=0$, and then $\mathbf T=0$ for any number of entrance modes.

The matrix $t$ holds the transmission amplitudes from L to R, and $r_R$ the reflection amplitudes back into R. They obey $r_Rr_R^\dagger=1-tt^\dagger$. With one mode, $r_R=-1+i\gamma g$ is a scalar in spin; this is the reflection theorem used below.

In one dimension, with $k=-i\,d/dx$, mass $m$, potential $V$ and Rashba strength $\alpha$,

$$H=\frac{(k-m\alpha\sigma_y)^2}{2m}+V-\frac{m\alpha^2}{2}.$$

The example, "the wire", is 40 nm wide, with a 150 nm Rashba section ($\alpha=0.20$ eV angstrom) containing two smooth off-centre scatterers. It is computed on a lattice of step 5 nm at energy 0.025 eV. Unshifted leads carry one mode; lowering a lead's potential by 0.030 eV opens its second. With one mode in each lead, $\gamma=0.06107$ eV (velocity divided by lattice step) and the transmission per spin is 0.9978. With two exit modes, $P=4.9\times10^{-4}$. The table also lists tests on random conductors with ten orbitals and three entrance modes.

### Two exit modes

With exit modes 1 and 2, time reversal relates blocks as $g_{nn'}=\sigma_yg_{n'n}^T\sigma_y$. The diagonal blocks $g_{11}$ and $g_{22}$ are still scalars. The block $g_{12}$ is a free $2\times2$ matrix, and it fixes $g_{21}$. There are $1+1+4=6$ free complex parameters instead of one. The product $gg^\dagger$ can now contain a spin vector, through $g_{12}g_{12}^\dagger$ for example.

A small scattering matrix shows how far this freedom reaches. Let one entrance mode transmit perfectly, with

$$t|\uparrow\rangle=|1\uparrow\rangle,\qquad t|\downarrow\rangle=|2\uparrow\rangle .$$

The outgoing current is fully polarized. Time reversal gives the transmission from R to L as $t'=\sigma_yt^T\sigma_y$, so the states $|1\downarrow\rangle$ and $|2\downarrow\rangle$ pass to the left. The other two must be reflected. Choose

$$r_R=\left(|1\downarrow\rangle\langle2\downarrow|-|2\downarrow\rangle\langle1\downarrow|\right)\sigma_y .$$

It sends $|2\uparrow\rangle$ to $i|1\downarrow\rangle$ and $|1\uparrow\rangle$ to $-i|2\downarrow\rangle$. The outgoing states are complete and orthogonal, so the scattering matrix is unitary. The bracket is antisymmetric, and $\sigma_y^T=-\sigma_y$, which gives $r_R=\sigma_yr_R^T\sigma_y$ as required. Unitarity and time reversal therefore permit $P=1$ with two exit modes. Whether a given wire approaches it is a separate question.

The polarization has a cost in second-mode flux. For one entrance mode, let $t_1$ and $t_2$ be the $2\times2$ blocks into exit modes 1 and 2. The reflection theorem applied to the entrance gives $t^\dagger t=c\,1$, so

$$t_1^\dagger t_1=c\,1-t_2^\dagger t_2 .$$

The spin vector of $t_1t_1^\dagger$ has a length equal to the difference of its two eigenvalues. These are also the eigenvalues of $t_1^\dagger t_1$, so the difference equals that of $t_2^\dagger t_2$. It cannot exceed $F_2=\mathrm{Tr}\,t_2^\dagger t_2$, the transmission into mode 2. The spin vector of $t_2t_2^\dagger$ obeys the same bound. Adding the two,

$$P\le\frac{2F_2}{T_0}.$$

As $F_2\to0$ the one-mode result is recovered. In the wire $P=4.9\times10^{-4}$, so at least $2.4\times10^{-4}$ of the transmitted current must be in mode 2.

### Why the entrance did not change the answer

With two exit modes, the wire gives the same printed $P=4.86\times10^{-4}$ for one entrance mode and for two, although the total transmission changes from 1.85 to 1.54. This follows from the wire between the leads. Its second subband begins at 0.0387 eV in the Rashba section (0.0388 eV in an unshifted lead), above the working energy, so it carries one pair of right-moving states, $R_1$ and $R_2$, and their time-reversed partners moving left.

Cut the wire where evanescent waves are negligible. Call the left part A and the right part B. Summing the repeated reflections between them gives

$$t=t_B(1-r_Ar_B)^{-1}t_A ,$$

where $r_A$ and $r_B$ are reflections back into the wire. To find their form, choose outgoing states that are the time reverses of the incoming ones, and let $b=Sa$ relate the amplitudes. Time reversal applied twice gives $-1$ for spin 1/2. The reversed solution has incoming amplitudes $-b^*$ and outgoing amplitudes $a^*$, so $a^*=-Sb^*=-SS^*a^*$. Thus $SS^*=-1$, and unitarity then gives $S^T=-S$.

A $2\times2$ antisymmetric reflection block is a number times

$$\epsilon=\begin{pmatrix}0&1\\-1&0\end{pmatrix}.$$

Since $\epsilon^2=-1$, the product $r_Ar_B$ is a scalar. Since $\epsilon\epsilon^\dagger=1$, the relation $t_At_A^\dagger=1-r_Ar_A^\dagger$ is also scalar. Consequently

$$tt^\dagger=C\,t_Bt_B^\dagger ,$$

with a number $C$ that cancels from $P$. The entrance changes how much current arrives, while the exit section sets its polarization. The correction comes from evanescent waves crossing the cut. The second mode decays over 11 nm in an unshifted lead at this energy, short compared with the 150 nm section.

Interference between the potential steps allows a transmission as low as 1.54. At a step of 0.030 eV the kinetic energy in mode 1 changes from $0.0250-0.0101=0.0149$ eV to 0.0449 eV, and the wave-number ratio is $q=\sqrt{0.0449/0.0149}=1.74$. The continuum transmission of a sharp step is $4q/(1+q)^2=0.93$ per spin, or 1.86 for both. With the weak scatterers neglected, two such steps allow interference between 1.50 and 2.00 for both spins. The computed 1.54 lies in this range. Its place there depends on the phase gathered between the steps, which is sensitive to the lattice step: on a finer lattice the total rises to about 1.9. The low value is therefore not a general effect of opening the second entrance mode.

### Spin inside the conductor

The theorem concerns a current in a lead, not the spin density within the conductor. At an inner orbital, the diagonal block of $G$ is again scalar by time reversal. The spectral identity then says that the spin density injected from L is the negative of that injected from R. They cancel when both reservoirs have equal occupation, and under bias they need not. In the wire with injection from L, the spin vector summed over the whole conductor has a length of $7.9\times10^{-4}$ per electron inside. Local spins that point in different directions partly cancel in this sum, so the spin at a single site can be larger.

This marks a limit of the mean-field assumption. If exchange interactions turn this spin density into an effective magnetic field, the biased Hamiltonian no longer satisfies $H=\sigma_yH^*\sigma_y$. The zero is then not guaranteed beyond linear response. In linear response $T_\mu$ is evaluated with the equilibrium Hamiltonian, and the result stands if that state is non-magnetic.

### A magnetic field

In a magnetic field the symmetry relates opposite fields, $g(B)=\sigma_yg(-B)^T\sigma_y$. Hence $g_0$ is even in $B$ and $\mathbf g$ is odd. Writing $r_R=r_0+\mathbf r\cdot\boldsymbol\sigma$ and multiplying Pauli matrices gives the spin part

$$r_Rr_R^\dagger\to\left[2\,\mathrm{Re}(r_0^*\mathbf r)+i\,\mathbf r\times\mathbf r^*\right]\cdot\boldsymbol\sigma .$$

The first term is generally linear in a small field, and the second is quadratic. The transmitted spin has the opposite sign because $tt^\dagger=1-r_Rr_R^\dagger$.

A field of 1 T along the wire, with a rough $g$-factor magnitude of 15 and only a Zeeman term, present in the conductor but not in the leads, gives $P=2.8\times10^{-3}$ with one mode in each lead. There is also a bound from reflection. The spin vector of $r_Rr_R^\dagger$ cannot exceed its trace $R_0$, so $P\le R_0/T_0$. Without the field this ratio is $0.0022/0.9978=0.0022$. The larger $P$ at 1 T therefore requires the field to increase the reflection as well.

### A third terminal

Dephasing can be represented by a probe with width matrix $\Gamma_P$ that absorbs electrons and returns them unpolarized and without phase memory. This probe therefore relaxes spin as well as phase. It has a single occupation for the whole wire, so an electron may return far from where it was absorbed; this is a simple model of dephasing, not a local one. The spectral identity gains a term:

$$i(G-G^\dagger)=G(\Gamma_L+\Gamma_R+\Gamma_P)G^\dagger .$$

The probe is spin-independent, so $g$ remains scalar. The sum of currents from L and the probe is still unpolarized when both have the same occupation. Set $f_L=1$, $f_R=0$ and let the probe occupation $f_P$ make its net current vanish at each energy. The spin transmission is then

$$\mathrm{Tr}\left[\sigma_\mu\Gamma_RG(\Gamma_L+f_P\Gamma_P)G^\dagger\right]
=-(1-f_P)\,\mathrm{Tr}\left[\sigma_\mu\Gamma_RG\Gamma_PG^\dagger\right].$$

The right side need not vanish. Every Hamiltonian here is still time-reversal symmetric; what has been lost is the restriction to two terminals.

For a rough coherence length of 1000 nm, the uniform probe width is the velocity divided by that length. On the lattice this is $0.06107\times5/1000=3.05\times10^{-4}$ eV. The resulting polarization is $5.6\times10^{-6}$. As $\Gamma_P\to0$ it returns to zero.

### Temperature and the number of modes

In linear response the energies are weighted by $-df/dE$. The part of this weight above the second subband edge $E_2$ is

$$\int_{E_2}^{\infty}\left(-\frac{df}{dE}\right)dE=f(E_2).$$

With the chemical potential at 0.025 eV and $E_2=0.0388$ eV, the share is $3\times10^{-17}$ at 4.2 K, 0.11 at 77 K and 0.37 at 300 K. The one-mode condition is well met at 4.2 K and fails for a substantial part of the thermal window at room temperature.

At 77 K, with unshifted leads, the thermally averaged polarization is of the order of $10^{-4}$. Two halves of the energy grid give $0.8\times10^{-4}$ and $1.1\times10^{-4}$, a much denser grid gives $0.84\times10^{-4}$, and a lattice step of 2.5 nm gives $0.6\times10^{-4}$, so only the order of magnitude is meaningful. It comes from energies above $E_2$: at every sampled energy below it, the spin transmissions were smaller than $10^{-8}$.

### Beside a real InAs wire

The mass of 0.023 electron masses, the Rashba strength, the $g$-factor and the gap of 0.35 eV are rough values for the InAs regime. The smooth scatterers, the hard walls, the 5 nm lattice step and the abrupt end of the Rashba coupling at the leads are model choices, and the small polarizations depend on them in different ways. The value at 1 T falls from $2.8\times10^{-3}$ to $1.3\times10^{-4}$ without the scatterers. The two-mode value $4.9\times10^{-4}$ changes by only 1 per cent without them and by 3 per cent on a much finer lattice. It is set at the exit, where the coupling keeps its full strength up to the lead. If the coupling instead falls smoothly to zero over the last 20 nm, this polarization drops to about $6\times10^{-5}$, and over the last 50 nm to about $5\times10^{-6}$. Band non-parabolicity changes the mass by about 14 per cent at 0.025 eV, estimated as twice the energy divided by the gap. This counts only the energy of motion in the plane. In a thin layer the vertical confinement energy adds to it and can make the change considerably larger. A different mass shifts subbands and rotation angles, but it preserves time reversal and hence the zero.

The assumption most open to doubt in such a device is that spin-orbit coupling stops at the leads. If the same Rashba coupling continued into them, first-order mixing of the two lowest modes would have an amplitude of about 0.04, or a weight of about 0.002. Spin would then not be conserved in the exit lead. With one pair of right-moving states there, time reversal still makes the transmitted current an equal mixture of the two, so the spin current is uniform far from the junction. It need not vanish, however, because the spin currents of the two states need not cancel. The weight is only a rough measure of the mixing; it is not a computed polarization.

At low temperature, 0.0138 eV remains between the working energy and the second mode on this lattice; for the same hard-wall wire in the continuum limit it is 0.0159 eV. If a bias of that size drops along the Rashba section, the mean field is $9\times10^{-4}$ MV/cm. A larger upward shift of the source level opens a second exit mode within the bias window.

Consider a coherent, non-magnetic two-terminal device with static potentials, no magnetic field, spin-orbit-free leads and unpolarized contacts. No constant value of the gate-controlled Rashba strength gives a polarized current in a one-mode exit. The strength must be constant in time: in the one-dimensional Hamiltonian $m\alpha\sigma_y$ enters like a vector potential, and its rate of change pushes the two spins in opposite directions. A design that seeks such a current must give up at least one of these conditions, for instance by admitting a second exit mode or a third terminal. Giving one up permits polarization without ensuring a useful amount, as the small values in this wire show. The numerical output lists the values for each case.

## Table of computed values

```
Electron mass (rough, free masses): 0.023
Rashba strength (rough, eV angstrom): 0.2
Wire width, Rashba length (nm): 40, 150
Lattice step (nm): 5.0; hopping (eV): 0.06626
Scatterer height (eV): 0.012; x, y, sigma (nm): 45, 12, 10
Scatterer height (eV): 0.010; x, y, sigma (nm): 100, 27, 10
Subband edges 1, 2, 3 (eV): [0.01009 0.03881 0.08181]
Working energy (eV): 0.025
Free complex parameters, 1 and 2 modes: 1 6
Exit-mode width gamma (eV): 0.06107
Exit Green function g0, real, imaginary (1/eV): -0.2476, -15.6450
Transmission per spin from g0: 0.997792
Transmission per spin from wavefunctions: 0.997792
Spin rotation, wire and 1D estimate (rad): 1.8037, 1.8110
Lead shift that opens a second mode (eV): -0.030
Modes in 1, out 1: total transmission 1.99558, |P| 1.25e-15
Modes in 2, out 1: total transmission 1.80130, |P| 6.71e-16
Modes in 1, out 2: total transmission 1.85440, |P| 4.86e-04
Modes in 2, out 2: total transmission 1.54136, |P| 4.86e-04
Random conductors, 1 exit mode, largest |P|: 7.4e-15
Random conductors, 2 exit modes, mean |P|: 0.153
Random, reversal broken, 1 exit mode, mean |P|: 0.287
Added Dresselhaus strength (eV angstrom): 0.05; |P| 8.6e-16
Spin per injected electron inside, |<sigma>|: 7.88e-04
g-factor size (rough): 15; in-plane field (T): 1.0
|P| in this field, one mode: 2.80e-03
Coherence length (rough, nm): 1000; probe width (eV): 3.05e-04
|P| with dephasing, one mode: 5.59e-06
Window share above subband 2 at 4.2 K: 2.65e-17
Window share above subband 2 at 77.0 K: 1.11e-01
Window share above subband 2 at 300.0 K: 3.69e-01
Thermal |P| at 77 K: 9.26e-05
Same on two half grids: 7.79e-05, 1.07e-04
Gap (rough, eV): 0.35; mass change 2E/gap: 0.143
Energy left before mode 2 opens (eV): 0.01381
Field if that bias drops on the wire (MV/cm): 9.21e-04
Mode-2 amplitude decay length in lead (nm): 11.04
Mode mixing if leads had Rashba coupling: 0.0435
```
